# Parity-Violating 2S–2P1/2 Mixing in Hydrogen from Z Exchange

## The decision this result settles

A calculation of a parity-violating amplitude from hydrogen 2S must choose which opposite-parity states to include, and whether an electron-only weak operator is enough. The 2P1/2 state must be treated explicitly, with its Lamb interval and decay width in the denominator. Its admixture is $7$ to $8\times10^5$ times that of 3P1/2, depending on the hyperfine component. The proton-spin term must be kept too: at tree level it carries the same small weak factor as the electron-only term, and for $g_A\approx1.3$ it is the larger of the two. The terms add for total spin $F=0$ and nearly cancel for $F=1$.

The working formula, derived below, is

$$
\delta_F=\frac{V_F}{hL+i\hbar\Gamma/2},\qquad
V_F=\frac{i\sqrt3\,\alpha G_FQ_W}{64\sqrt2\,\pi a^3}\,f_F,
$$

$$
Q_W=1-4\sin^2\theta_W,\qquad f_0=1+3g_A,\qquad f_1=1-g_A .
$$

Here $L=(E_{2S}-E_{2P_{1/2}})/h>0$, $\Gamma$ is the 2P decay rate, $a$ the Bohr radius and $g_A$ the nucleon axial coupling. $G_F$ is in J m³: the tabulated $G_F/(\hbar c)^3$ is multiplied by $(\hbar c)^3$. The proton is fixed and pointlike, and the result is of leading order in $\alpha$ and in weak exchange.

## From Z exchange to a contact interaction

Natural units are used in this section. Write $s^2=\sin^2\theta_W$. Left-handed means the projection $(1-\gamma_5)/2$. The Z couples through

$$
\mathcal L=-\frac{g}{\cos\theta_W}Z_\mu J^\mu,\qquad
J^\mu=\tfrac12\sum_f\bar f\gamma^\mu(v_f-a_f\gamma_5)f .
$$

A fermion of weak isospin $T_3$ and charge $Q$ has chiral couplings $T_3-Qs^2$ (left) and $-Qs^2$ (right). Their sum and difference are

$$v_f=T_3-2Qs^2,\qquad a_f=T_3 .$$

At momentum transfer far below $M_Z$, the field equation is $M_Z^2Z^\mu=(g/\cos\theta_W)J^\mu$. Inserting it into $\tfrac12M_Z^2Z^2-(g/\cos\theta_W)Z\cdot J$ leaves $-g^2J\cdot J/(2\cos^2\theta_WM_Z^2)$. The Hamiltonian has the opposite sign, and the electron–quark cross term occurs twice, so

$$H=\frac{g^2}{\cos^2\theta_W M_Z^2}\,J_e\cdot J_q .$$

The $q_\mu q_\nu/M_Z^2$ part of the Z propagator drops out here. Each parity-violating product contains one vector current, which is conserved.

Matching W exchange to muon decay defines $G_F/\sqrt2=g^2/(8M_W^2)$. With the tree relation $M_W=M_Z\cos\theta_W$, the prefactor is $8G_F/\sqrt2$. Including the two factors $\tfrac12$ in the currents, the parity-violating part is

$$
H_{\rm PV}=-\sqrt2G_F\sum_q\left[a_ev_q\,\bar e\gamma_\mu\gamma_5e\,\bar q\gamma^\mu q
+v_ea_q\,\bar e\gamma_\mu e\,\bar q\gamma^\mu\gamma_5q\right].
$$

### Why both terms are suppressed

The conserved vector charge counts quarks. For the proton,

$$
2v_u+v_d=2\left(\tfrac12-\tfrac43s^2\right)+\left(-\tfrac12+\tfrac23s^2\right)
=\tfrac12-2s^2=\frac{Q_W}{2}.
$$

For the electron, $a_e=-\tfrac12$ and $v_e=-\tfrac12+2s^2=-Q_W/2$. The first product is small because of the proton's vector charge, the second because of the electron's.

The proton's axial matrix element is $\tfrac12(\Delta u-\Delta d)\boldsymbol\sigma_p$, where $\Delta q$ is the spin fraction carried by quark $q$ and strange quarks are dropped. Isospin symmetry identifies $\Delta u-\Delta d$ with the coupling $g_A$ of neutron beta decay.

For a slow proton, $\bar p\gamma^0p\to1$ and $\bar p\gamma^i\gamma_5p\to\sigma_p^i$. The remaining components carry a factor $m/M_p$ relative to those kept and are dropped. One of them, the magnetic-moment part of the proton's spatial vector current, is not fixed by quark counting and need not carry $Q_W$. Since it multiplies the unsuppressed $a_e$, its effect relative to the kept terms is of order $m/(M_pQ_W)$ rather than $m/M_p$. For the parameters used below it shifts $f_0$ by about 0.6 percent and $f_1$, where the kept terms nearly cancel, by about 3 percent. On the electron side $\bar e\gamma_0\gamma_5e=e^\dagger\gamma_5e$, while lowering the spatial index gives $\bar e\gamma_ie=-e^\dagger\alpha_ie$. The coefficients are

$$
-\sqrt2G_F\left(-\tfrac12\right)\frac{Q_W}{2}=\frac{G_FQ_W}{2\sqrt2},\qquad
-\sqrt2G_F\left(-\frac{Q_W}{2}\right)\frac{g_A}{2}=\frac{G_FQ_Wg_A}{2\sqrt2}.
$$

With the metric sign in the second term,

$$
H_{\rm PV}=\frac{G_FQ_W}{2\sqrt2}\,\delta^3(\mathbf r)
\left[\gamma_5-g_A\boldsymbol\alpha\cdot\boldsymbol\sigma_p\right].
$$

This expression also holds in SI with $G_F$ in J m³. The matrix $\gamma_5$ has unit off-diagonal blocks, and $\alpha_i=\gamma_5\Sigma_i$.

The suppression is a tree-level property. Electroweak loops and the proton's anapole moment, a parity-violating electromagnetic coupling, are omitted, and nothing above requires them to carry the factor $Q_W$.

### A case without the suppression

A neutron has $v_u+2v_d=-\tfrac12$, hence weak charge $-1$, with no cancellation. Vector charges add, so a deuteron has $Q_W-1$. For $s^2=0.23$ this is $-0.92$, against $0.08$ for the proton. The electron-only matrix element is therefore 11.5 times larger in deuterium, with opposite sign. The factors $f_F$ do not carry over. The deuteron has spin 1, and the tree-level axial couplings of its proton and neutron, $+g_A/2$ and $-g_A/2$, cancel when the two spins are parallel.

## The atomic matrix element

Fix the phases of the upper components by

$$
\varphi_{S,m}=\frac{R_{20}(r)}{\sqrt{4\pi}}\chi_m,\qquad
\varphi_{P,m}=\frac{R_{21}(r)}{\sqrt{4\pi}}(\boldsymbol\sigma\cdot\hat{\mathbf r})\chi_m .
$$

The operator $\boldsymbol\sigma\cdot\hat{\mathbf r}$ is a rotational scalar of odd parity and squares to one. It therefore turns a normalized $S_{1/2}$ spinor into a normalized $P_{1/2}$ spinor with the same $m$. Reversing the phase of the P state reverses the sign of $V_F$.

To leading order the Dirac equation gives the lower component $\eta=\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2mc)$. Since $\gamma_5$ exchanges upper and lower components,

$$
\langle P|\gamma_5\delta^3(\mathbf r)|S\rangle
=\eta_P^\dagger(0)\varphi_S(0)+\varphi_P^\dagger(0)\eta_S(0).
$$

The second term vanishes because $\varphi_P(0)=0$ and $\eta_S$ is finite. The first survives because $\eta_P$ depends on the slope of the P function. A two-component code can use the equivalent operator $\{\boldsymbol\sigma\cdot\mathbf p,\delta^3(\mathbf r)\}/(2mc)$.

The hydrogen radial functions are

$$
R_{20}=\frac{1}{\sqrt2\,a^{3/2}}\left(1-\frac{r}{2a}\right)e^{-r/2a},\qquad
R_{21}=\frac{1}{2\sqrt6\,a^{3/2}}\frac{r}{a}e^{-r/2a}.
$$

Near the origin $\varphi_P\simeq\kappa(\boldsymbol\sigma\cdot\mathbf r)\chi_m/\sqrt{4\pi}$, with $\kappa=1/(2\sqrt6\,a^{5/2})$. Then

$$
\boldsymbol\sigma\cdot\mathbf p\,(\boldsymbol\sigma\cdot\mathbf r)\chi_m
=-i\hbar\,\sigma_i\sigma_j(\partial_ir_j)\chi_m
=-i\hbar\,\sigma_i\sigma_i\chi_m=-3i\hbar\chi_m .
$$

Hermitian conjugation changes $-3i$ to $+3i$. For equal spin projections,

$$
D\equiv\langle P|\gamma_5\delta^3|S\rangle
=\frac{3i\hbar\kappa}{2mc\sqrt{4\pi}}\,\frac{1}{\sqrt2\,a^{3/2}\sqrt{4\pi}}
=\frac{3i\hbar}{8\pi mc}\,\frac{1}{4\sqrt3\,a^4}
=\frac{i\sqrt3\,\hbar}{32\pi mca^4}.
$$

Using $\hbar/(mca)=\alpha$ gives $D=i\sqrt3\,\alpha/(32\pi a^3)$.

### Proton spin

In the second operator the same surviving term contains an extra Pauli matrix:

$$
\langle P,m'|\alpha_i\delta^3|S,m\rangle=D\,\chi_{m'}^\dagger\sigma_i\chi_m .
$$

In the combined spin space the bracket in $H_{\rm PV}$ thus becomes $D(1-g_A\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p)$. From $\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p=2F(F+1)-3$, the eigenvalues are $-3$ for $F=0$ and $+1$ for $F=1$. These give $f_0$ and $f_1$, and multiplication by $G_FQ_W/(2\sqrt2)$ gives $V_F$.

The 2P3/2 state does not enter at this order. Its upper component is a P wave and its lower component a D wave, so both vanish at the origin.

## Checking the contact limit

The Z has finite mass, so the delta function stands for the normalized kernel

$$
K(r)=\frac{e^{-r/\lambda}}{4\pi\lambda^2r},\qquad
\lambda=\frac{\hbar}{M_Zc}.
$$

Combining $e=g\sin\theta_W$ with the Fermi relation gives $M_Z^2=\pi\alpha/[\sqrt2G_Fs^2(1-s^2)]$ in natural units. For $s^2=0.23$ the tree-level rest energy is 88.6 GeV, and $\lambda=2.23\times10^{-18}$ m, or $4.21\times10^{-8}a$.

The leading finite-range correction follows from expanding the spinors to first order in $x=r/a$. The $\gamma_5$ density is multiplied by $1-\tfrac43x$. The spin density, after angular averaging, is multiplied by $1-\tfrac{16}{9}x$. They differ because the formerly vanishing term $\varphi_P^\dagger\eta_S$ now contributes, and the angular average of $(\boldsymbol\sigma\cdot\hat{\mathbf r})\sigma_i(\boldsymbol\sigma\cdot\hat{\mathbf r})$ is $-\sigma_i/3$, whereas without $\sigma_i$ the product is 1. The mean radius of the kernel is

$$
\int4\pi r^3K(r)\,dr=\frac{1}{\lambda^2}\int_0^\infty r^2e^{-r/\lambda}dr=2\lambda .
$$

For $F=0$ and $g_A=1.3$, the relative reduction is therefore

$$
\frac{2\lambda}{a}\,\frac{4/3+(16/9)(3.9)}{4.9}=3.37\,\frac{\lambda}{a}.
$$

Numerical averaging gives $3.37\times10^{-4}$ at $\lambda=10^{-4}a$ and ten times that at $10^{-3}a$. At the Z range the error is $1.4\times10^{-7}$, so the contact form is adequate for a pointlike proton. A real proton, with a radius of about 0.84 fm, is nearly 400 times wider than the Z range. With these nonrelativistic spinors its size therefore sets the larger error, of order $10^{-5}$. With Dirac spinors the size matters more, as shown next, but remains negligible here.

The nonrelativistic spinors need a separate check. Numerical Dirac–Coulomb solutions at $r=10^{-4}a$ give 1.0004 times the density $|D|$. Closer in, the point-nucleus density varies as $r^{2\gamma-2}$ with $\gamma=\sqrt{1-\alpha^2}$, roughly $r^{-\alpha^2}$. Between $10^{-4}a$ and the Z range this power law adds about $4\times10^{-4}$. The factor $1-\tfrac43x$ returns to 1 over the same distance and adds another $1.3\times10^{-4}$. For a point proton the relativistic correction is thus about 0.1 percent. A proton of radius 0.84 fm stops the power-law growth earlier, which lowers the density by about $\alpha^2\ln400\approx3\times10^{-4}$ and leaves a correction of about 0.06 percent. Both are far below the 35 percent by which the choice of mixing angle, discussed below, moves the tree-level result. The estimate should not be carried over to heavy nuclei, where $\alpha$ is replaced by $Z\alpha$.

## The Lamb denominator and the width

In the Dirac–Coulomb problem 2S and 2P1/2 are degenerate. Radiative corrections separate them by the Lamb interval, so the weak interaction acts across a radiative splitting instead of a gross-structure one.

Write the perturbed state as $|S\rangle+\delta_F|P\rangle$, and give the P level the complex energy $E_P-i\hbar\Gamma/2$. The much slower decay of 2S is neglected. Projection on P at first order gives

$$
E_S\delta_F=V_F+\left(E_P-\frac{i\hbar\Gamma}{2}\right)\delta_F
\quad\Longrightarrow\quad
\delta_F=\frac{V_F/h}{L+i\Gamma/(4\pi)} .
$$

This requires $|V_F|\ll hL$.

The rate follows from the electric-dipole formula for spontaneous emission,

$$
\Gamma=\frac{4\alpha\omega^3}{3c^2}\sum_f|\langle f|\mathbf r|P\rangle|^2,
\qquad \omega=\frac{3\alpha^2mc^2}{8\hbar}.
$$

With $R_{10}=2a^{-3/2}e^{-r/a}$, the radial integral is

$$
\rho=\int_0^\infty r^3R_{10}R_{21}\,dr=\frac{a}{\sqrt6}\,4!\left(\frac23\right)^5 .
$$

The angular average of $\hat r_i(\boldsymbol\sigma\cdot\hat{\mathbf r})$ is $\sigma_i/3$. Summing its squared matrix elements over $i$ and final spin gives $3/9=1/3$, so the dipole sum is $\rho^2/3$. Since $\rho^2=96(2/3)^{10}a^2$ and $a=\hbar/(\alpha mc)$,

$$
\Gamma=\frac{4\alpha\omega^3\rho^2}{9c^2}
=\frac{4\cdot27\cdot96}{9\cdot512}\left(\frac23\right)^{10}\frac{\alpha^5mc^2}{\hbar}
=\left(\frac23\right)^8\frac{\alpha^5mc^2}{\hbar}.
$$

### What the small interval gains

For 3P1/2 the derivation changes through the slope of the radial function at the origin, which is $8/(27\sqrt6\,a^{5/2})$. Relative to $\kappa$, the matrix element is multiplied by $16/27$. The interval is

$$
\nu_{3P}=\frac{\alpha^2mc^2}{2h}\left(\frac14-\frac19\right)
=\frac{5\alpha^2mc^2}{72h}.
$$

The ratio of the two admixtures is then

$$
\frac{|\delta_{2P}|}{|\delta_{3P}|}
=\frac{27}{16}\,\frac{\nu_{3P}}{|L+i\Gamma/(4\pi)|}.
$$

The weak coupling and spin factor cancel, so this enhancement is independent of $Q_W$. It compares 2P with 3P; the full sum over higher bound and continuum states is not evaluated here.

## Worked example

Take $s^2=0.23$ as a round parameter, with rough measured sizes $g_A=1.3$ and $L=1.1$ GHz. Then $Q_W=1-0.92=0.08$. For unit weak charge the electron-only matrix element is

$$
\frac{\sqrt3\,\alpha G_F}{64\sqrt2\,\pi a^3h}=6.50\times10^{-3}\ \mathrm{Hz}.
$$

Multiplication by 0.08 gives $5.20\times10^{-4}$ Hz, or $2.15\times10^{-18}$ eV. This step is the weak-charge suppression.

The spin factors are $f_0=1+3.9=4.9$ and $f_1=1-1.3=-0.3$, so

$$
\frac{V_0}{ih}=2.55\times10^{-3}\ \mathrm{Hz},\qquad
\frac{V_1}{ih}=-1.56\times10^{-4}\ \mathrm{Hz}.
$$

The decay rate $6.27\times10^8\ \mathrm{s^{-1}}$ gives $\Gamma/(4\pi)=49.9$ MHz. The denominator is therefore $(1.1+0.0499i)$ GHz, with modulus 1.101 GHz. The admixtures are

$$
|\delta_0|=\frac{2.55\times10^{-3}}{1.101\times10^9}=2.3\times10^{-12},
\qquad |\delta_1|=1.4\times10^{-13}.
$$

These are amplitudes; the corresponding probabilities are their squares. The width changes the modulus by about 0.1 percent, but it also gives $\delta_0$ a real part of $1.0\times10^{-13}$ beside its imaginary part of $2.3\times10^{-12}$. Code that adds this amplitude to others must keep that phase and the stated phase of the P state.

For 3P the interval is $4.57\times10^{14}$ Hz, so the enhancement is $(27/16)(4.57\times10^{14})/(1.101\times10^9)=7.0\times10^5$.

## Where the numbers are fragile

**Mixing angle.** Differentiating $Q_W=1-4s^2$ gives

$$
\frac{d\ln Q_W}{d\ln s^2}=-\frac{4s^2}{Q_W}=-11.5
$$

at the chosen value. The on-shell angle, $s^2=0.22305$, lies 3 percent lower and gives $Q_W=0.108$, which raises every matrix element by 35 percent. Other definitions move the result the opposite way: the running angle at low momentum transfer, about 0.2387, gives $Q_W\approx0.045$, which is 43 percent lower, and the loop-corrected weak charge of the proton is about 0.071. Tree level does not decide between definitions of the angle. A precise prediction needs loop-corrected couplings in one consistent scheme.

**Spin cancellation.** The factor $f_1$ is a small difference. Changing $g_A$ by 0.05 changes it by 17 percent of its value. Corrections that treat the two weak terms differently can alter it strongly, so the $F=1$ result is an order-of-magnitude estimate only. In $f_0$ the terms add, and the same change in $g_A$ shifts it by 3 percent.

**Hyperfine structure.** A single $L$ was used for both values of $F$. The contact interaction between the magnetic moments splits 2S by

$$
\Delta\nu_{2S}=\frac{8\mu_0|\mu_e|\mu_p}{3h}\,\frac{1}{8\pi a^3}\approx178\ \mathrm{MHz}.
$$

Since this energy is proportional to $\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p$, the $F=0$ level moves down by three quarters of the splitting, 133 MHz, and $F=1$ moves up by one quarter, 44 MHz. These shifts are 12 and 4 percent of $L$. The 2P1/2 level has its own hyperfine shifts, in the same direction and about a third as large. Starting from the more precise $L=1.058$ GHz, the interval between the two $F=0$ components is about 0.97 GHz. Using it instead of the rounded 1.1 GHz raises $|\delta_0|$ by about 13 percent, to $2.6\times10^{-12}$, and the enhancement over 3P to about $8\times10^5$. An implementation that needs better than this should replace $L$ by the measured interval between the two components of the same $F$.

**External fields.** The formula assumes field-free levels. If a magnetic field brings an S and a P sublevel close together, $L$ must be replaced by their actual separation, and $F$ may cease to be a good quantum number. The spin matrix $1-g_A\boldsymbol\sigma_e\cdot\boldsymbol\sigma_p$ should then be evaluated in the field-dressed states. At a crossing the width $\Gamma$ keeps the denominator finite.

The numerical output below lists the main inputs, intermediate values and results. The hyperfine-corrected interval and admixture are estimates made in the text above.

## Table of computed values

```
input sin^2 theta_W: 0.23
input g_A (rough): 1.3
input Lamb interval L (rough): 1.1 GHz
fine-structure constant: 0.00729735
Bohr radius: 5.291772e-11 m
G_F/(hbar c)^3: 1.166379e-05 GeV^-2
G_F: 1.43585e-62 J m^3
proton weak charge Q_W: 0.0800
neutron weak charge: -1.0000
tree-level Z rest energy: 88.59 GeV
Z range: 2.227e-18 m
Z range / Bohr radius: 4.209e-08
finite-range relative error, F=0: 1.4e-07
same, range 1e-3 a: 3.367e-03
same, range 1e-4 a: 3.373e-04
Dirac/nonrel. density at 1e-4 a: 1.00043
spin factor f_0 (numerical): 4.9000
spin factor f_1 (numerical): -0.3000
|V|/h, gamma5 term, Q_W=1: 6.5003e-03 Hz
|V|/h, gamma5 term, actual Q_W: 5.2002e-04 Hz
|V|, gamma5 term, actual Q_W: 2.1506e-18 eV
V_0/(i h): 2.5481e-03 Hz
V_1/(i h): -1.5601e-04 Hz
2P decay rate Gamma: 6.2683e+08 s^-1
Gamma/(4 pi): 49.88 MHz
|mixing|, gamma5 term only: 4.723e-13
mixing F=0: real 1.048e-13, imag 2.312e-12
mixing F=1: real -6.418e-15, imag -1.415e-13
|mixing| F=0: 2.314e-12
|mixing| F=1: 1.417e-13
3P/2P matrix-element ratio: 0.59259
2S-3P interval: 4.5692e+14 Hz
|mixing| with 3P, gamma5 term: 6.744e-19
Lamb enhancement over 3P: 7.002e+05
2S hyperfine splitting: 177.9 MHz
d ln Q_W / d ln sin^2: -11.50
on-shell sin^2 theta_W: 0.22305
Q_W with on-shell angle: 0.1078
|V|/h, gamma5 term, on-shell: 7.0073e-04 Hz
```
